**Mean excitation energy of H2 and its effect on fast-proton stopping**

The program compares the mean excitation energy $I$, the logarithmic average of excitation energy weighted by dipole oscillator strength, for the hydrogen atom and the hydrogen molecule. The atom is treated with its analytic spectrum, the molecule by full configuration interaction in a Gaussian basis at fixed bond length $R$. The output gives 14.99 eV for H and 19.67 eV for H2 at $R=1.4$ bohr, so that free-atom additivity overestimates the stopping of a 1 MeV proton by 5.8% in the leading Bethe formula. The program asserts the oscillator-strength sums, the closure relation between the spectrum and the dipole fluctuation, the virial theorem near equilibrium and the return to the atomic $I$ at 12 bohr. It also asserts that the Born stopping number of the atom approaches $\ln(2v^2/I)$, for proton speed $v$, with a remainder falling about as $1/v^2$. A Heitler-London control shows that sharing frozen atomic orbitals does not reduce the dipole fluctuation, whereas letting them contract does. At $R=3$ bohr the computed $I$ drops below the atomic value, so the increase belongs to short bonds and not to bonding in general.

## Numerical verification

```python
"""Mean excitation energy I of H2 against H, and its effect on proton stopping.

Result under test: ln I = sum f ln E / sum f (f: dipole oscillator strength,
E: excitation energy) is larger for H2 than for H because the bond contracts
the electron cloud.  A fast proton of speed v has stopping number per electron
L = ln(2 v^2 / I), so free-atom I overestimates the stopping of H2.
Hartree atomic units inside; D = sum of electron positions about the midpoint;
R = bond length; w = E in rydberg; Q = (momentum transfer)^2.
H2 is treated by full configuration interaction in a Gaussian basis.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import zeta
from pyscf import gto, ao2mo

HARTREE_EV = sc.value("Hartree energy in eV")
BOHR_CM = sc.value("Bohr radius") * 100
S_EXP = [0.06 * 2.9**k for k in range(8)]
P_EXP = [0.04 * 2.8**k for k in range(6)]
D_EXP = [0.7]
BASIS = [[l, [a, 1.0]] for l, exps in enumerate((S_EXP, P_EXP, D_EXP))
         for a in exps]


# ---------- hydrogen atom: analytic generalized oscillator strengths ----------
def gos_line(n, Q):
    w = 1 - 1 / n**2
    log_ratio = ((n - 3) * np.log((1 - 1 / n)**2 + Q)
                 - (n + 3) * np.log((1 + 1 / n)**2 + Q))
    return 256 / n**3 * w * (Q + w / 3) * np.exp(log_ratio)


def gos_continuum(w, Q):
    """Strength per rydberg of energy transfer."""
    k = np.sqrt(w - 1)
    phase = np.arctan2(2 * k, Q - w + 2)
    return (128 * w * (Q + w / 3) / ((Q - w)**2 + 4 * Q)**3
            * np.exp(-2 * phase / k) / (-np.expm1(-2 * np.pi / k)))


LEVELS = np.arange(2, 401).astype(float)
LINE_W = 1 - 1 / LEVELS**2
X_NODE, X_WEIGHT = np.polynomial.legendre.leggauss(400)
T_NODE, T_WEIGHT = np.polynomial.legendre.leggauss(300)


def energy_grid(w_max):
    span = np.log(w_max)
    w = np.exp(span * (X_NODE + 1) / 2)
    return w, X_WEIGHT * span / 2 * w


def strength_sum(Q, func):
    w, weight = energy_grid(1e5)
    return (np.sum(gos_line(LEVELS, Q) * func(LINE_W))
            + np.sum(weight * gos_continuum(w, Q) * func(w)))


def born_stopping_number(v):
    """Integral of GOS dq/q over all transfers allowed to a heavy projectile."""
    def over_q(label, w, gos):
        q_low = w / (2 * v)
        span = np.log((20 + 3 * np.sqrt(w) + q_low) / q_low)
        q = q_low[:, None] * np.exp(span[:, None] * (T_NODE + 1) / 2)
        return span / 2 * (gos(label[:, None], q**2) @ T_WEIGHT)
    w, weight = energy_grid(40 * v**2)
    return (np.sum(over_q(LEVELS, LINE_W, gos_line))
            + np.sum(weight * over_q(w, w, gos_continuum)))


for Q_test in (0.0, 1.0, 9.0):
    assert abs(strength_sum(Q_test, np.ones_like) - 1) < 1e-4
I_atom = np.exp(strength_sum(0.0, lambda w: np.log(w / 2)))


def proton_speed(mev):
    rest = sc.value("proton mass energy equivalent in MeV")
    beta = np.sqrt(1 - 1 / (1 + mev / rest)**2)
    return beta / sc.fine_structure, beta


v, beta = proton_speed(1.0)
shell = born_stopping_number(v) - np.log(2 * v**2 / I_atom)
shell_fast = born_stopping_number(2 * v) - np.log(8 * v**2 / I_atom)
assert abs(shell) < 0.1
assert 0.15 < shell_fast / shell < 0.4        # remainder falls about as 1/v^2

# ---------- hydrogen atom in the Gaussian basis used for the molecule ----------
atom = gto.M(atom="H 0 0 0", basis={"H": BASIS}, spin=1, verbose=0)
levels, states = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
                      atom.intor("int1e_ovlp"))
z_elements = states.T @ atom.intor("int1e_r")[2] @ states[:, 0]
gap = (levels - levels[0])[1:]
f_atom = 2 * gap * z_elements[1:]**2
I_atom_basis = np.exp(np.sum(f_atom * np.log(gap)) / f_atom.sum())
alpha_atom = np.sum(f_atom / gap**2)
D2_atom = states[:, 0] @ atom.intor("int1e_r2") @ states[:, 0]
assert abs(f_atom.sum() - 1) < 0.02
assert abs(I_atom_basis / I_atom - 1) < 0.01
assert abs(alpha_atom - 4.5) < 0.05 and abs(D2_atom - 3) < 0.01


# ---------- hydrogen molecule: all singlet pseudostates ----------
def pair_index(i, j):
    high, low = np.maximum(i, j), np.minimum(i, j)
    return high * (high + 1) // 2 + low


def molecule(R):
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis={"H": BASIS}, verbose=0)
    half = mol.nao // 2
    overlap = mol.intor("int1e_ovlp")
    groups = {}
    for k, label in enumerate(mol.ao_labels(fmt=None)[:half]):
        m = label[3]
        odd = [int(c in m and "2" not in m) for c in "xyz"]
        for z_parity in (0, 1):
            column = np.zeros(2 * half)
            column[k], column[k + half] = 1, (-1)**(odd[2] + z_parity)
            key = odd[0] + 2 * odd[1] + 4 * z_parity
            groups.setdefault(key, []).append(column)
    orbitals, parity = [], []
    for key, columns in groups.items():
        block = np.array(columns).T
        size, vec = np.linalg.eigh(block.T @ overlap @ block)
        keep = size > 1e-6
        orbitals.append(block @ vec[:, keep] / np.sqrt(size[keep]))
        parity += [key] * int(keep.sum())
    C, parity = np.hstack(orbitals), np.array(parity)

    def to_orbitals(matrix):
        return C.T @ matrix @ C
    kinetic = to_orbitals(mol.intor("int1e_kin"))
    h = kinetic + to_orbitals(mol.intor("int1e_nuc"))
    position = [to_orbitals(a) for a in mol.intor("int1e_r")]
    r_squared = to_orbitals(mol.intor("int1e_r2"))
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), C)
    unit = np.eye(len(parity))
    first, second = np.triu_indices(len(parity))

    def solve(symmetry):
        chosen = (parity[first] ^ parity[second]) == symmetry
        a, b = first[chosen], second[chosen]
        p, q, r, s = a[:, None], b[:, None], a[None, :], b[None, :]
        H = (h[p, r] * unit[q, s] + h[p, s] * unit[q, r]
             + h[q, r] * unit[p, s] + h[q, s] * unit[p, r]
             + eri[pair_index(p, r), pair_index(q, s)]
             + eri[pair_index(p, s), pair_index(q, r)])
        norm = np.sqrt(1.0 + (a == b))
        energy, vectors = np.linalg.eigh(H / np.outer(norm, norm))
        return energy, vectors, a, b

    energy, vectors, a, b = solve(0)
    ground = energy[0]
    psi = np.zeros_like(unit)
    amplitude = vectors[:, 0] / np.where(a == b, 1, np.sqrt(2))
    psi[a, b] = amplitude
    psi[b, a] = amplitude
    out = {"E": ground + 1 / R,
           "T": 2 * np.sum(psi * (kinetic @ psi)),
           "r2": np.sum(psi * (r_squared @ psi)),
           "r1r2": sum(np.sum(psi * (d @ psi @ d)) for d in position)}
    spectra = {}
    for axis, symmetry in ((0, 1), (2, 4)):
        energy, vectors, a, b = solve(symmetry)
        moved = position[axis] @ psi + psi @ position[axis]
        source = moved[a, b] * np.where(a == b, 1, np.sqrt(2))
        gaps = energy - ground
        spectra[axis] = gaps, 2 * gaps * (vectors.T @ source)**2
    gaps = np.concatenate([spectra[0][0], spectra[2][0]])
    f = np.concatenate([spectra[0][1] * 2 / 3, spectra[2][1] / 3])
    out["sum_f"] = f.sum()
    out["S_minus1"] = np.sum(f / gaps)
    out["alpha"] = np.sum(f / gaps**2)
    out["I"] = np.exp(np.sum(f * np.log(gaps)) / f.sum())
    for name, axis in (("I_perp", 0), ("I_par", 2)):
        e, g = spectra[axis]
        out[name] = np.exp(np.sum(g * np.log(e)) / g.sum())
    out["first"] = min(spectra[0][0][0], spectra[2][0][0])
    out["D2"] = out["r2"] + out["r1r2"]       # fluctuation per electron
    return out


R_BOND = 1.4
runs = {R: molecule(R) for R in (12.0, 3.0, 1.8, R_BOND, 1.0)}
h2 = runs[R_BOND]
I_mol = h2["I"]
lower_bound = 1.5 / h2["D2"]
assert abs(h2["sum_f"] / 2 - 1) < 0.02
assert abs(h2["S_minus1"] / (4 / 3 * h2["D2"]) - 1) < 0.01    # closure
assert abs(h2["T"] + h2["E"]) < 0.01                         # virial theorem
assert abs(runs[12.0]["I"] / I_atom - 1) < 0.01              # atomic limit
assert I_atom < lower_bound < I_mol
assert 18.5 < I_mol * HARTREE_EV < 19.9
assert runs[1.0]["I"] > I_mol > runs[1.8]["I"]

# ---------- control: frozen against contracted atomic orbitals ----------
s_atom = gto.M(atom="H 0 0 0", spin=1, verbose=0,
               basis={"H": [[0, [a, 1.0]] for a in S_EXP]})
s_coef = eigh(s_atom.intor("int1e_kin") + s_atom.intor("int1e_nuc"),
              s_atom.intor("int1e_ovlp"))[1][:, 0]


def heitler_london(exponent, R):
    """Energy and dipole fluctuation per electron of a covalent 1s pair."""
    shell_1s = [0] + [[float(a * exponent**2), float(c)]
                      for a, c in zip(S_EXP, s_coef)]
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis={"H": [shell_1s]}, verbose=0)
    S = mol.intor("int1e_ovlp")[0, 1]
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    g = mol.intor("int2e").reshape(2, 2, 2, 2)
    r2 = mol.intor("int1e_r2")
    z = mol.intor("int1e_r")[2]
    norm = 1 + S**2
    energy = (2 * h[0, 0] + 2 * S * h[0, 1] + g[0, 0, 1, 1]
              + g[0, 1, 0, 1]) / norm + 1 / R
    D2 = (r2[0, 0] + S * r2[0, 1] + z[0, 0] * z[1, 1] + z[0, 1]**2) / norm
    return energy, D2


def best_exponent(R):
    return minimize_scalar(lambda x: heitler_london(x, R)[0],
                           bounds=(0.9, 1.4), method="bounded").x


zeta_bond, zeta_far = best_exponent(R_BOND), best_exponent(12.0)
E_frozen, D2_frozen = heitler_london(1.0, R_BOND)
E_relaxed, D2_relaxed = heitler_london(zeta_bond, R_BOND)
assert abs(zeta_far - 1) < 0.01 and zeta_bond > 1.1
assert D2_frozen > D2_atom                   # sharing alone does not shrink it
assert abs(D2_relaxed - h2["D2"]) < 0.2 * (D2_atom - h2["D2"])

# ---------- proton beam through hydrogen gas ----------
L_mol, L_atom = np.log(2 * v**2 / I_mol), np.log(2 * v**2 / I_atom)
to_cross_section = 8 * np.pi / v**2 * HARTREE_EV * BOHR_CM**2
length_cm, pressure_torr, temperature = 10.0, 10.0, 300.0
density = pressure_torr * sc.torr / (sc.k * temperature) * 1e-6
areal = density * length_cm
loss_mol = areal * to_cross_section * L_mol / 1000
loss_atom = areal * to_cross_section * L_atom / 1000
straggling = np.sqrt(8 * np.pi * areal * BOHR_CM**2) * HARTREE_EV / 1000
assert loss_atom < 10.0                      # below 1 per cent of 1 MeV
shell_change = shell * (h2["T"] / 2 / 0.5 - 1)
barkas_mol, barkas_atom = (1.5 * np.pi * I / v**3 * L
                           for I, L in ((I_mol, L_mol), (I_atom, L_atom)))
slope = (runs[1.8]["I"] - runs[1.0]["I"]) / 0.8
stretch = 0.05
relativistic = -np.log(1 - beta**2) - beta**2
assert abs(shell_change) + abs(barkas_mol - barkas_atom) < L_atom - L_mol

eV = HARTREE_EV
print(f"I of H, analytic spectrum: {I_atom*eV:.2f} eV = {I_atom:.4f} Ha")
print(f"I of H, Gaussian basis: {I_atom_basis*eV:.2f} eV")
print(f"I of H2 at R = {R_BOND} bohr: {I_mol*eV:.2f} eV = {I_mol:.4f} Ha")
print(f"I of H2 parallel, perpendicular: {h2['I_par']*eV:.2f}, "
      f"{h2['I_perp']*eV:.2f} eV")
for R, run in runs.items():
    print(f"R = {R:4.1f} bohr: I = {run['I']*eV:.2f} eV, "
          f"<D^2>/2 = {run['D2']:.3f} bohr^2")
print(f"oscillator-strength sum of H2 (ideal 2): {h2['sum_f']:.4f}")
print(f"sum f/E of H2: spectrum {h2['S_minus1']:.4f}, "
      f"closure {4/3*h2['D2']:.4f} 1/Ha")
print(f"<D^2> of H: {D2_atom:.3f} bohr^2")
print(f"H2 <r^2> per electron: {h2['r2']:.3f} bohr^2")
print(f"H2 <r1.r2>: {h2['r1r2']:.3f} bohr^2")
print(f"ground-state lower bound on I of H2: {lower_bound*eV:.2f} eV")
print(f"H2 total energy: {h2['E']:.4f} Ha")
print(f"H2 kinetic energy: {h2['T']:.4f} Ha (two free atoms: 1)")
print(f"polarizability per electron, H: {alpha_atom:.3f} bohr^3")
print(f"polarizability per electron, H2: {h2['alpha']/2:.3f} bohr^3")
print(f"first allowed excitation, H: {0.375*eV:.2f} eV")
print(f"first allowed excitation, H2: {h2['first']*eV:.2f} eV")
print(f"best 1s exponent at R = 12 bohr: {zeta_far:.3f} 1/bohr")
print(f"best 1s exponent at R = 1.4 bohr: {zeta_bond:.3f} 1/bohr")
print(f"frozen pair: E = {E_frozen:.4f} Ha, <D^2>/2 = {D2_frozen:.3f} bohr^2")
print(f"relaxed pair: E = {E_relaxed:.4f} Ha, "
      f"<D^2>/2 = {D2_relaxed:.3f} bohr^2")
print(f"1 MeV proton speed: {v:.3f} a.u.; 2v^2 = {2*v**2*eV:.0f} eV")
print(f"L with molecular I: {L_mol:.3f}; with atomic I: {L_atom:.3f}")
print(f"difference of L: {L_atom-L_mol:.3f}")
for mev in (0.5, 1.0, 3.0):
    speed = proton_speed(mev)[0]
    ratio = np.log(2 * speed**2 / I_atom) / np.log(2 * speed**2 / I_mol)
    print(f"additivity excess at {mev} MeV: {100*(ratio-1):.2f} per cent")
print(f"stopping per H2, molecular I: {to_cross_section*L_mol:.3e} eV cm2")
print(f"stopping per H2, atomic I: {to_cross_section*L_atom:.3e} eV cm2")
print(f"gas: {length_cm:.0f} cm, {pressure_torr:.0f} Torr, "
      f"{temperature:.0f} K, {density:.3e} molecules/cm3")
print(f"mean loss, molecular I: {loss_mol:.2f} keV")
print(f"mean loss, atomic I: {loss_atom:.2f} keV")
print(f"straggling (standard deviation, one proton): {straggling:.2f} keV")
print(f"shell correction to L, H at v: {shell:.4f}; at 2v: {shell_fast:.4f}")
print(f"estimated change of shell correction in H2: {shell_change:.4f}")
print(f"Bloch term in L (leading order): {-zeta(3)/v**2:.4f}")
print(f"Barkas term in L, rough: H2 {barkas_mol:.3f}, H {barkas_atom:.3f}")
print(f"relativistic term in L: {relativistic:.1e}")
print(f"I change for rough {stretch} bohr zero-point stretch: "
      f"{slope*stretch*eV:.2f} eV")
print("every check passed")
```

Printed output:

```
I of H, analytic spectrum: 14.99 eV = 0.5509 Ha
I of H, Gaussian basis: 14.99 eV
I of H2 at R = 1.4 bohr: 19.67 eV = 0.7227 Ha
I of H2 parallel, perpendicular: 16.57, 21.42 eV
R = 12.0 bohr: I = 14.99 eV, <D^2>/2 = 3.004 bohr^2
R =  3.0 bohr: I = 13.51 eV, <D^2>/2 = 3.409 bohr^2
R =  1.8 bohr: I = 16.85 eV, <D^2>/2 = 2.663 bohr^2
R =  1.4 bohr: I = 19.67 eV, <D^2>/2 = 2.280 bohr^2
R =  1.0 bohr: I = 23.99 eV, <D^2>/2 = 1.884 bohr^2
oscillator-strength sum of H2 (ideal 2): 2.0054
sum f/E of H2: spectrum 3.0374, closure 3.0399 1/Ha
<D^2> of H: 3.004 bohr^2
H2 <r^2> per electron: 2.552 bohr^2
H2 <r1.r2>: -0.272 bohr^2
ground-state lower bound on I of H2: 17.90 eV
H2 total energy: -1.1733 Ha
H2 kinetic energy: 1.1729 Ha (two free atoms: 1)
polarizability per electron, H: 4.513 bohr^3
polarizability per electron, H2: 2.589 bohr^3
first allowed excitation, H: 10.20 eV
first allowed excitation, H2: 12.75 eV
best 1s exponent at R = 12 bohr: 1.000 1/bohr
best 1s exponent at R = 1.4 bohr: 1.170 1/bohr
frozen pair: E = -1.1054 Ha, <D^2>/2 = 3.152 bohr^2
relaxed pair: E = -1.1390 Ha, <D^2>/2 = 2.323 bohr^2
1 MeV proton speed: 6.322 a.u.; 2v^2 = 2175 eV
L with molecular I: 4.706; with atomic I: 4.977
difference of L: 0.271
additivity excess at 0.5 MeV: 6.76 per cent
additivity excess at 1.0 MeV: 5.77 per cent
additivity excess at 3.0 MeV: 4.68 per cent
stopping per H2, molecular I: 2.255e-15 eV cm2
stopping per H2, atomic I: 2.385e-15 eV cm2
gas: 10 cm, 10 Torr, 300 K, 3.219e+17 molecules/cm3
mean loss, molecular I: 7.26 keV
mean loss, atomic I: 7.68 keV
straggling (standard deviation, one proton): 1.30 keV
shell correction to L, H at v: -0.0269; at 2v: -0.0064
estimated change of shell correction in H2: -0.0047
Bloch term in L (leading order): -0.0301
Barkas term in L, rough: H2 0.063, H 0.051
relativistic term in L: 2.3e-06
I change for rough 0.05 bohr zero-point stretch: -0.45 eV
every check passed
```
